\section*{Co-motion functions on a line and for two electrons in a sphere}

\section*{The problem}

If the repulsion between electrons is scaled up while their density $n$ is held fixed, the repulsion dominates the kinetic energy. The leading-order problem taken here is to minimise the mean repulsion alone,
\begin{equation}
E=\min_{P\to n}\Big\langle \sum_{i<j} w(|x_i-x_j|)\Big\rangle_P ,
\label{eq:problem}
\end{equation}
over all symmetric probability distributions $P$ of $N$ positions whose density is $n$. The distributions may be concentrated on curves or surfaces, so they need not come from a smooth wave function. Kinetic energy is left out, and $E$ is an interaction energy.

Rydberg units are used: $\hbar=1$, $m=1/2$, $e^2=2$. Lengths are in bohr, energies in Ry, and the Coulomb repulsion is $w(d)=2/d$.

Parts (a) to (f) concern electrons on a line. The density is positive and bounded, $n\le n_{\max}$, with integral $N$. Its cumulant
\begin{equation}
N_e(x)=\int_{-\infty}^{x} n(x')\,dx'
\end{equation}
therefore rises continuously and strictly from $0$ to $N$ and has an inverse $N_e^{-1}$. The repulsion satisfies $w''(d)>0$ for $d>0$ and $w(d)\to0$ as $d\to\infty$; it is then positive and decreasing. For $w=2/d$, $w''=4/d^3$.

\section*{(a) Counting electrons in windows}

\emph{Write the repulsion of a fixed configuration in terms of the number $M$ of electrons found in each window $[u,u+t]$.}

\textbf{Solution.} Integrate by parts between $d$ and a large $T$:
\begin{align}
\int_d^T (t-d)\,w''(t)\,dt
&=(T-d)\,w'(T)-\int_d^T w'(t)\,dt\nonumber\\
&=(T-d)\,w'(T)-w(T)+w(d).
\end{align}
As $T\to\infty$, $w(T)\to0$. The first term vanishes too: $-w'$ is positive and decreasing, so
\begin{equation}
0\le -\tfrac{T}{2}\,w'(T)\le\int_{T/2}^{T}\big(-w'(t)\big)dt=w(T/2)-w(T)\to0 .
\end{equation}
With $(z)_+=\max(0,z)$, this gives
\begin{equation}
w(d)=\int_0^\infty w''(t)\,(t-d)_+\,dt .
\label{eq:rep}
\end{equation}

For two positions $x<y$, the window $[u,u+t]$ holds both when $u\le x$ and $u+t\ge y$, that is, when $y-t\le u\le x$. This range of $u$ has length $(t-|x-y|)_+$. Thus each pair contributes the integral over $u$ of a function that is 1 when both members are in the window and 0 otherwise. A window with $M$ electrons holds $M(M-1)/2$ pairs, so summing over pairs gives
\begin{equation}
\sum_{i<j}w(|x_i-x_j|)=\int_0^\infty dt\,w''(t)\int_{-\infty}^{\infty}du\;\frac{M(M-1)}{2}.
\label{eq:windows}
\end{equation}

\section*{(b) A lower bound fixed by the density}

\emph{Find a lower bound on the mean repulsion that depends on $n$ alone, and state when it is attained.}

\textbf{Solution.} The density fixes the mean number of electrons in a window:
\begin{equation}
\langle M\rangle=m(u,t)=N_e(u+t)-N_e(u).
\end{equation}
Let $k$ be the integer part of $m$. Since $M$ is an integer, $M-k$ and $M-k-1$ are consecutive integers, and their product cannot be negative:
\begin{align}
0&\le (M-k)(M-k-1)=M^2-(2k+1)M+k(k+1),\nonumber\\
\frac{M(M-1)}2&\ge kM-\frac{k(k+1)}2 .
\end{align}
The second line follows on moving $2kM-k(k+1)$ to the other side and halving. Taking the mean,
\begin{equation}
\Big\langle\frac{M(M-1)}2\Big\rangle\ge g(m),\qquad g(m)=km-\frac{k(k+1)}2 .
\label{eq:g}
\end{equation}
Because $w''>0$, inserting this in the mean of \eqref{eq:windows} preserves the inequality:
\begin{equation}
\Big\langle\sum_{i<j}w\Big\rangle\ge\int_0^\infty dt\,w''(t)\int_{-\infty}^{\infty}du\;g\big(m(u,t)\big).
\label{eq:bound}
\end{equation}
All integrands are non-negative, so means and integrals may be exchanged. If the bound is finite, it is attained when, for almost every window, $M$ is either $k$ or $k+1$ with probability one. The number in each window must fluctuate as little as its mean permits.

\section*{(c) What equality demands}

\emph{Suppose a distribution attains the bound, with finite energy. How much integrated density lies between neighbouring electrons?}

\textbf{Solution.} In almost every configuration, $M\in\{k,k+1\}$ must hold for almost every $(u,t)$. Let $x<y$ be neighbours, and let $\Delta=N_e(y)-N_e(x)$.

If $\Delta<1$, a window starting slightly to the left of $x$ and ending slightly to the right of $y$ still has $m<1$. Then $k=0$, which permits $M=0$ or $1$, but the window holds at least two electrons. Such windows fill a set of positive area in the $(u,t)$ plane, so equality fails. The same argument excludes coincident electrons.

If $\Delta>1$, a window lying slightly inside the gap still has $m>1$. Then $k\ge1$, but the window is empty. These windows also have positive area, and equality fails again.

Only
\begin{equation}
N_e(x_{j+1})-N_e(x_j)=1
\label{eq:unit}
\end{equation}
remains: adjacent electrons are separated by exactly one unit of integrated density.

\section*{(d) The co-motion functions and the energy}

\emph{Show that \eqref{eq:unit} can be realised with the prescribed density and attains the bound. Given one electron at $x$, find all the others and the energy.}

\textbf{Solution.} Use the coordinate $q=N_e(x)$, which runs from $0$ to $N$. The density in this coordinate is $n\,dx/dq=1$. By \eqref{eq:unit}, the ordered electrons sit at
\begin{equation}
q=\theta,\ \theta+1,\ \dots,\ \theta+N-1,\qquad 0<\theta<1 .
\end{equation}
Only the first electron visits $(0,1)$, where the density is 1, so $\theta$ must be uniformly distributed. Conversely, a uniform $\theta$ spreads electron $j$ uniformly over $(j-1,j)$, which reproduces the density. Labels are assigned by a random permutation to make the distribution symmetric.

A window becomes an interval of length $m$ in $q$. An interval of length $m$ contains either $k$ or $k+1$ points of a lattice with unit spacing, so the bound is attained for every window at once. For the Coulomb repulsion the energy is finite: one unit of density occupies a length of at least $1/n_{\max}$, so no two electrons come closer than that. The minimiser is therefore unique.

If one electron has coordinate $N_e(x)$, the others are found by adding integers and subtracting $N$ when the end is passed:
\begin{equation}
f_i(x)=
\begin{cases}
N_e^{-1}\big(N_e(x)+i-1\big), & N_e(x)+i-1\le N,\\
N_e^{-1}\big(N_e(x)+i-1-N\big), & N_e(x)+i-1>N,
\end{cases}
\label{eq:comotion}
\end{equation}
for $i=1,\dots,N$, with $f_1(x)=x$. These are the co-motion functions. Addition modulo $N$ shows that applying $f_2$ repeatedly gives $f_3,f_4,\dots$, and that the $N$th application returns to $x$. On either branch $N_e(f_i)$ equals $N_e(x)$ plus a constant, so
\begin{equation}
n(f_i)\,f_i'(x)=n(x).
\label{eq:transport}
\end{equation}
Each branch increases with $x$. At the change of branch, an electron leaving at the far right is replaced by one entering at the far left.

For the energy, let $a_1=N_e^{-1}(1)$ and average over $\theta=N_e(x)$, with $d\theta=n\,dx$:
\begin{equation}
E=\int_{-\infty}^{a_1}n(x)\sum_{i<j}w(|f_i-f_j|)\,dx=\frac1N\int_{-\infty}^{\infty}n(x)\sum_{i<j}w(|f_i-f_j|)\,dx .
\label{eq:energy}
\end{equation}
The second form holds because each of the $N$ unit segments passes through the same configurations with the same weight. Now write the pair sum as $\frac12\sum_i\sum_{j\ne i}$ and, for each $i$, use $y=f_i(x)$ as the variable. By \eqref{eq:transport}, $n(x)\,dx=n(y)\,dy$, and the other electrons are at $f_2(y),\dots,f_N(y)$. All $N$ terms are equal and cancel the factor $1/N$:
\begin{equation}
E=\frac12\int_{-\infty}^{\infty}n(y)\sum_{i=2}^{N}w\big(|y-f_i(y)|\big)\,dy .
\end{equation}

\section*{(e) Three electrons in an asymmetric density}

\emph{For $N=3$, $w=2/d$ and the model cumulant $N_e(x)=3/(1+e^{-x})^2$, with $x$ in bohr, find the partners of electrons at $x=0$ and $x=2$, and the energy.}

\textbf{Solution.} Setting $q=3/(1+e^{-x})^2$ gives $1+e^{-x}=\sqrt{3/q}$, hence
\begin{equation}
N_e^{-1}(q)=-\ln\!\big(\sqrt{3/q}-1\big).
\end{equation}
The segments meet at $q=1$ and $q=2$, that is, at $0.3119$ and $1.4928$ bohr.

At $x=0$, $N_e=3/4=0.75$. The partners have cumulants $1.75$ and $2.75$:
\begin{align}
f_2(0)&=-\ln\!\big(\sqrt{3/1.75}-1\big)=1.1734\ \text{bohr},\nonumber\\
f_3(0)&=-\ln\!\big(\sqrt{3/2.75}-1\big)=3.1130\ \text{bohr}.
\end{align}
The repulsion of this configuration is
\begin{equation}
\frac{2}{1.1734}+\frac{2}{3.1130}+\frac{2}{3.1130-1.1734}=3.378\ \text{Ry}.
\end{equation}

At $x=2$, $N_e=2.3274$. Adding 1 gives $3.3274>3$, so 3 is subtracted and $f_2$ has cumulant $0.3274$. Similarly, $f_3$ has cumulant $1.3274$. The inverse gives $f_2=-0.7066$ and $f_3=0.6865$ bohr: both partners now lie to the left. This configuration has repulsion $3.697$ Ry.

The average \eqref{eq:energy} is $E=3.401$ Ry, or $46.27$ eV. The window integral \eqref{eq:bound} gives the same value by a separate quadrature. For comparison, keep one electron in each segment but choose the places independently. The mean repulsion rises to $4.774$ Ry. Two electrons can then approach a common boundary from opposite sides, whereas in the correlated state neighbours never come closer than $1.167$ bohr.

\section*{(f) The role of convexity}

\emph{Does the rule survive if the repulsion is softened to $w(d)=2/\sqrt{d^2+a^2}$?}

\textbf{Solution.} Differentiating twice,
\begin{align}
w'(d)&=-2d\,(d^2+a^2)^{-3/2},\nonumber\\
w''(d)&=\frac{-2(d^2+a^2)+6d^2}{(d^2+a^2)^{5/2}}=\frac{4d^2-2a^2}{(d^2+a^2)^{5/2}} .
\end{align}
The second derivative is negative for $d<a/\sqrt2$. The weight in \eqref{eq:bound} then changes sign, and the proof no longer applies.

The rule itself can fail as well. Replace the density of part (e) by twelve sites at $x_j=N_e^{-1}\big((j-\tfrac12)/4\big)$, $j=1,\dots,12$, each holding a quarter of an electron, and minimise over all weights of the 220 triples of different sites. For $w=2/d$ the minimum is the unit-separation arrangement, with $3.440$ Ry; on these sites that arrangement consists of the four configurations $\theta=\tfrac18,\tfrac38,\tfrac58,\tfrac78$ with equal weight, so $3.440$ Ry is a four-point midpoint estimate of the average over $\theta$ that gives $3.401$ Ry. For $a=10$ bohr, the repulsion is concave below $7.07$ bohr, while the sites span only $5.20$ bohr. The minimum is now $0.5842$ Ry, below the $0.5862$ Ry of the unit-separation arrangement. Failure is not automatic: on the same sites the unit-separation arrangement is still the minimum for $a=0.5$, $1$ and $1.5$ bohr, and it is beaten, by $0.005$ Ry, at $a=2$ bohr.

\section*{(g) Two electrons in a spherical density: directions}

\emph{Let $N=2$ in three dimensions, with a positive, bounded, spherical density $n(r)$ and repulsion $2/|\mathbf r_1-\mathbf r_2|$. Which relative direction is best, and what problem remains for the distances $R=|\mathbf r_1|$ and $S=|\mathbf r_2|$?}

\textbf{Solution.} The triangle inequality gives $|\mathbf r_1-\mathbf r_2|\le R+S$, with equality for opposite directions. Hence
\begin{equation}
\Big\langle\frac{2}{|\mathbf r_1-\mathbf r_2|}\Big\rangle\ge\Big\langle\frac{2}{R+S}\Big\rangle .
\end{equation}
The choice of opposite directions is compatible with any pairing of the radii: a uniformly random axis makes both one-electron distributions spherical. It remains to minimise $\langle 2/(R+S)\rangle$ when each distance has the distribution fixed by the density,
\begin{equation}
P(R<a)=P(S<a)=\tfrac12N_e(a),\qquad N_e(r)=\int_0^r4\pi s^2n(s)\,ds .
\end{equation}
Here $N_e$ counts the electrons inside a sphere and rises from 0 to 2.

\section*{(h) Two electrons in a spherical density: distances}

\emph{Find the relation between $R$ and $S$ that minimises $\langle 2/(R+S)\rangle$.}

\textbf{Solution.} Two elementary integrations give
\begin{equation}
\int_r^\infty\!da\int_s^\infty\!db\,\frac{4}{(a+b)^3}=\int_r^\infty\frac{2\,da}{(a+s)^2}=\frac{2}{r+s}.
\end{equation}
A point $(a,b)$ contributes when $r<a$ and $s<b$. Taking the mean,
\begin{equation}
\Big\langle\frac2{R+S}\Big\rangle=\int_0^\infty\!da\int_0^\infty\!db\,\frac{4}{(a+b)^3}\,P(R<a,\,S<b).
\label{eq:joint}
\end{equation}
The weight is positive, so the joint probability should be as small as possible. For any two events, $P(A\text{ and }B)=P(A)+P(B)-P(A\text{ or }B)$, and the last probability is at most 1. Therefore
\begin{equation}
P(R<a,S<b)\ge\max\Big(0,\ \frac{N_e(a)+N_e(b)}2-1\Big).
\label{eq:frechet}
\end{equation}

Suppose equality holds for all $a,b$. For given $a$, choose $b=f(a)$ so that the second entry is zero:
\begin{equation}
N_e(f)=2-N_e(a).
\end{equation}
Then $P(R<a,S<f(a))=0$. The opposite corner is empty too:
\begin{equation}
P(R\ge a,S\ge f(a))=1-\frac{N_e(a)}2-\frac{2-N_e(a)}2+0=0 .
\end{equation}
So $R<a$ implies $S\ge f(a)$, and $R\ge a$ implies $S<f(a)$, with probability one. Since this holds for every $a$ and $f$ is continuous, $S=f(R)$.

Conversely, let $S=f(R)$. The variable $N_e(R)$ is uniform on $(0,2)$, and so is $N_e(S)=2-N_e(R)$, as the density requires. The event $R<a$, $S<b$ means $2-N_e(b)<N_e(R)<N_e(a)$. Its probability is the right side of \eqref{eq:frechet}, so the bound is attained. The minimiser is
\begin{equation}
\mathbf r_2=-f(r_1)\,\frac{\mathbf r_1}{r_1},\qquad N_e(f(r))=2-N_e(r).
\label{eq:radial}
\end{equation}
Its energy is finite. If $N_e(r^*)=1$, one electron is always at least $r^*$ from the centre, so $2/(r+f)\le2/r^*$.

The map is its own inverse, and $r^*$ is its fixed point. As one electron approaches the centre, $N_e(f)\to2$ and the other moves outward, to infinity when the density is positive everywhere. Differentiating \eqref{eq:radial},
\begin{equation}
4\pi f^2n(f)\,f'(r)=-4\pi r^2n(r)\quad\Rightarrow\quad f'(r)=-\frac{r^2n(r)}{f^2n(f)} .
\end{equation}

The radial map decreases, whereas the branches in \eqref{eq:comotion} increase. The two agree once a sign is given to the position along the common diameter. Put half of the radial charge on each side, with line density $\frac12N_e'(|z|)$. The charge between the electrons at $-f$ and $r$ is
\begin{equation}
\tfrac12N_e(f)+\tfrac12N_e(r)=1 ,
\end{equation}
again one unit, and the signed position $-f(r)$ increases with $r$. The argument uses the fact that two electrons can be opposite each other; it does not settle the case of three or more electrons in a spherical density.

\section*{(i) An exponential density}

\emph{Evaluate the map and the energy for the model density $n(r)=(2/\pi)e^{-2r}$, with $r$ in bohr and $n$ in bohr$^{-3}$.}

\textbf{Solution.} Here $4\pi r^2n=8r^2e^{-2r}$, and
\begin{equation}
N_e(r)=2\big[1-e^{-2r}(1+2r+2r^2)\big],
\end{equation}
as differentiation and $N_e(0)=0$ confirm. At $r=1$, $N_e=2(1-5e^{-2})=0.6466$. The partner must satisfy $N_e(f)=2-0.6466$, whose numerical solution is $f=1.7433$ bohr. The repulsion is $2/(1+1.7433)=0.7290$ Ry. Other radii give:

\begin{center}
\begin{tabular}{cccc}
$r$ (bohr) & $N_e(r)$ & $f(r)$ (bohr) & $2/(r+f)$ (Ry)\\
0.25 & 0.0288 & 3.9711 & 0.4738\\
0.50 & 0.1606 & 2.8182 & 0.6027\\
1.00 & 0.6466 & 1.7433 & 0.7290\\
2.00 & 1.5238 & 0.8411 & 0.7039\\
3.00 & 1.8761 & 0.4473 & 0.5802
\end{tabular}
\end{center}

The fixed point is $r^*=1.3370$ bohr, where the repulsion is $1/r^*=0.7479$ Ry. Averaging with the probability density $\frac12N_e'(r)$,
\begin{equation}
E=\int_0^\infty\frac{N_e'(r)}2\,\frac{2}{r+f(r)}\,dr=0.678\ \text{Ry}=9.23\ \text{eV}.
\end{equation}
Opposite electrons at equal radii have the same density but a mean repulsion of
\begin{equation}
\int_0^\infty4r^2e^{-2r}\,\frac{2}{2r}\,dr=\int_0^\infty4r\,e^{-2r}\,dr=1\ \text{Ry}.
\end{equation}
Independent electrons give $1.25$ Ry. Opposite directions alone therefore do not reach the minimum; the radii must also be paired by \eqref{eq:radial}. A discrete version shows both features together. Take 96 points, eight shells of equal weight times the twelve directions to the vertices of an icosahedron, so that the partner given by \eqref{eq:radial} is always one of the points. Among all pairings of these points, the one with the least total repulsion is exactly \eqref{eq:radial}.

\section*{Numbers as computed}
\begin{verbatim}
1 Ry = 13.605693 eV
LINE: number of electrons N = 3
segment boundaries a1, a2 = 0.3119, 1.4928 bohr
x = 0.0 bohr: Ne(x) = 0.7500 electrons
  f2 = 1.1734 bohr, Ne(f2) = 1.7500 electrons
  f3 = 3.1130 bohr, Ne(f3) = 2.7500 electrons
  repulsion of this configuration = 3.3780 Ry
x = 2.0 bohr: Ne(x) = 2.3274 electrons
  f2 = -0.7066 bohr, Ne(f2) = 0.3274 electrons
  f3 = 0.6865 bohr, Ne(f3) = 1.3274 electrons
  repulsion of this configuration = 3.6973 Ry
smallest distance of neighbours = 1.1674 bohr
energy from co-motion functions = 3.40094 Ry
  the same = 46.272 eV
energy from window bound = 3.40094 Ry
one per segment, independent places = 4.774 Ry
sites in linear program = 12, triples = 220
linear program minimum, 2/d = 3.43987 Ry
unit-separation rule on sites, 2/d = 3.43987 Ry
softening length = 10.0 bohr
softened: concave below d = 7.071 bohr
largest distance between sites = 5.200 bohr
softened: linear program minimum = 0.58421 Ry
softened: unit-separation rule = 0.58622 Ry
SPHERE: two electrons, n(r) = (2/pi) exp(-2r) per bohr^3
fixed point r* = 1.3370 bohr, Ne(r*) = 1.0000 electrons
r = 0.25 bohr: Ne(r) = 0.0288 electrons, f = 3.9711 bohr, 2/(r+f) = 0.4738 Ry
r = 0.50 bohr: Ne(r) = 0.1606 electrons, f = 2.8182 bohr, 2/(r+f) = 0.6027 Ry
r = 1.00 bohr: Ne(r) = 0.6466 electrons, f = 1.7433 bohr, 2/(r+f) = 0.7290 Ry
r = 2.00 bohr: Ne(r) = 1.5238 electrons, f = 0.8411 bohr, 2/(r+f) = 0.7039 Ry
r = 3.00 bohr: Ne(r) = 1.8761 electrons, f = 0.4473 bohr, 2/(r+f) = 0.5802 Ry
repulsion at the fixed point = 0.7479 Ry
energy from radial map = 0.67836 Ry
  the same = 9.230 eV
energy from probability bound = 0.67836 Ry
opposite electrons at equal radii = 1.00000 Ry
independent electrons = 1.25000 Ry
points in assignment test = 96
\end{verbatim}
